# One Third of the Island Barrier in Polynuclear Facet Growth

In a model crystal at 700 K, raising the free energy of a surface step from 0.28 to 0.30 eV/nm cuts the rate at which new islands nucleate by a factor of 7.7. A surface 500 nm wide then grows more slowly by a factor of 2.0, while a facet 7 nm wide slows by a factor of 7.6. Temperature, driving force and attachment frequency are the same throughout, and islands are taken to spread at constant speed from the start. The wide surface responds to the cube root of the nucleation rate, since $7.7^{1/3}\approx2.0$, and the narrow one to the rate itself.

## Assumptions and statement

A flat convex facet of width $L$, area $A$ and diameter $D$ (its largest internal distance) grows by islands one layer of height $h$ thick.

1. Islands nucleate independently, at a steady rate $J$ per area and time, on every exposed terrace.
2. An island is a disk whose radius grows at constant speed $u$ from zero. It stops at the facet edge and merges with islands of its own layer.
3. The facet has no screw dislocation, and temperature and composition are uniform.

**Theorem.** Define
$$\ell=(u/J)^{1/3},\qquad \tau=(Ju^2)^{-1/3}.$$
The facet has a steady velocity $v=h\,C(L/\ell)/\tau$. For $L/\ell\to\infty$ the function $C$ tends to a pure number $C_\infty$, so that
$$v=C_\infty h\,(Ju^2)^{1/3},\qquad \frac{(\pi/3)^{1/3}}{\Gamma(4/3)}\le C_\infty\le\frac{e(2\pi)^{1/3}}{3}.\tag{1}$$
If $J\propto e^{-W^*/kT}$, where $W^*$ is the work of forming the critical island, then $v\propto e^{-W^*/3kT}$ when $W^*$ is varied at fixed temperature, driving force and attachment frequency.

The bounds are 1.137 and 1.672. The last sentence concerns a factor in $v$. It does not say that an Arrhenius plot has slope $W^*/3$, which is in general false, as shown below.

## Lemma 1: the rates $J$ and $u$

Let $\Delta\mu>0$ be the free energy gained per crystallized atom, $\varepsilon$ the step free energy per length, $d$ the atom spacing and $s=d^2$ the area per atom. A round island of $N$ atoms has $\pi r^2=sN$ and perimeter $2\pi r=2\sqrt{\pi sN}$. Its work of formation is
$$W(N)=-N\Delta\mu+2\varepsilon\sqrt{\pi sN}.$$
With $x=\sqrt N$ this is a quadratic, and completing the square gives
$$W=W^*-\Delta\mu(x-x^*)^2,\quad x^*=\frac{\varepsilon\sqrt{\pi s}}{\Delta\mu},\quad W^*=\frac{\pi\varepsilon^2s}{\Delta\mu}.\tag{2}$$
The critical radius is $r^*=x^*\sqrt{s/\pi}=\varepsilon s/\Delta\mu$.

**Nucleation.** Each edge site captures atoms at frequency $\nu$, so an island gains atoms at the rate $f_N=\nu\,2\pi r/d=2\nu\sqrt{\pi N}$. Take the equilibrium density of islands as $n_N=s^{-1}e^{-W(N)/kT}$, a convention that counts one possible site per surface atom. Detailed balance fixes the loss rate $b_{N+1}$ through $b_{N+1}n_{N+1}=f_Nn_N$. If $c_N$ are the actual densities, the steady flux from size $N$ to $N+1$ is
$$J=f_Nc_N-b_{N+1}c_{N+1}=f_Nn_N\left(\frac{c_N}{n_N}-\frac{c_{N+1}}{n_{N+1}}\right).$$
Divide by $f_Nn_N$ and sum over $N$. The right side telescopes. Single atoms are in equilibrium, $c_1/n_1=1$, and the ratio vanishes far above the critical size. Hence $1/J=\sum_N1/(f_Nn_N)$.

The summand varies slowly with $N$, so the sum becomes an integral. With $dN=2x\,dx$ the factor $x$ from $f_N$ cancels:
$$\frac1J=\int\frac{s\,e^{W/kT}}{2\nu\sqrt\pi\,x}\,2x\,dx=\frac{s\,e^{W^*/kT}}{\nu\sqrt\pi}\int e^{-y(x-x^*)^2}dx,\qquad y=\frac{\Delta\mu}{kT}.$$
The lower limit may be moved to $-\infty$ if $x^*\sqrt y=\sqrt{W^*/kT}$ is well above one. The Gaussian integral is then $\sqrt{\pi/y}$, and
$$J=\frac{\nu}{s}\sqrt y\;e^{-W^*/kT}.\tag{3}$$

**Edge speed.** An island of size $N$ grows at the net rate $f_N-b_N$. Detailed balance gives $b_N=f_{N-1}e^{[W(N)-W(N-1)]/kT}$, which for large $N$ is close to $f_Ne^{W'(N)/kT}$. Since $\sqrt{\pi s/N}=s/r$, the derivative is $W'(N)=-\Delta\mu+\varepsilon s/r=-\Delta\mu(1-r^*/r)$. From $dr/dt=(s/2\pi r)\,dN/dt$ and $s=d^2$,
$$\frac{dr}{dt}=d\nu\left[1-e^{-y(1-r^*/r)}\right]\;\longrightarrow\;u=d\nu(1-e^{-y})\quad(r\gg r^*).\tag{4}$$
Assumption 2 therefore needs $\ell\gg r^*$: islands must do most of their growing when they are already much larger than critical.

## Lemma 2: the height is the length of a longest chain

Let the backward cone of a point $\mathbf x$ at time $t$ contain the earlier events $(\mathbf x',t')$ with $|\mathbf x-\mathbf x'|\le u(t-t')$. These are the nucleation events whose islands cover $\mathbf x$ at time $t$. Call a sequence of events a chain if each lies in the backward cone of the next.

**Claim.** The number of layers above $\mathbf x$ is the length of the longest chain in its backward cone.

**Proof.** An event $i$ landing where $k$ layers exist starts an island of layer $k+1$. Some event $j$ of layer $k$ covers its site, so $|\mathbf x_i-\mathbf x_j|\le u(t_i-t_j)$. If island $i$ later covers a point $\mathbf q$ at time $t$, the triangle inequality gives
$$|\mathbf q-\mathbf x_j|\le u(t-t_i)+u(t_i-t_j)=u(t-t_j).$$
Island $j$ covers $\mathbf q$ as well. An upper island thus never overhangs the layer below, and spreading at full speed is consistent.

Following such supporting events downwards from an event of layer $k$ gives a chain of length $k$. No chain ending at that event is longer, because each link raises the layer number by at least one. The height at $\mathbf x$ is the highest layer number among the events in its cone. $\square$

## Lemma 3: waiting for one layer

On an unbounded flat terrace, a point is uncovered at time $t$ if its backward cone is empty. The expected number of events in the cone is
$$J\int_0^t\pi u^2(t-t')^2dt'=\frac{\pi Ju^2t^3}{3}.$$
Independent events are Poisson distributed, so the uncovered fraction is $e^{-at^3}$ with $a=\pi Ju^2/3$. For $J=0.7$, $u=1.3$, $t=0.85$ in arbitrary consistent units this is 0.467; randomly placed disks left 0.466 uncovered.

The mean waiting time is the integral of this survival probability. With $z=at^3$,
$$\int_0^\infty e^{-at^3}dt=\frac{a^{-1/3}}3\int_0^\infty z^{-2/3}e^{-z}dz=\Gamma(4/3)\left(\frac{3}{\pi Ju^2}\right)^{1/3}.\tag{5}$$

## Proof of the theorem

**A steady velocity exists.** Divide time into blocks of length $D/u$. A block has no nucleation with probability $e^{-JAD/u}>0$. At the end of an empty block every earlier island has covered the whole facet, which is flat again. Growth then restarts independently of the past. The cycles between such restarts have finite mean duration and a finite mean number of events, hence a finite mean number of added layers. By the law of large numbers the height divided by time tends to the ratio of these means.

**Scaling.** Measure lengths in $\ell$ and times in $\tau$. The new edge speed and nucleation rate are
$$\frac{u\tau}{\ell}=u\,J^{-1/3}u^{-2/3}\,u^{-1/3}J^{1/3}=1,\qquad J\ell^2\tau=J\,u^{2/3}J^{-2/3}\,J^{-1/3}u^{-2/3}=1.$$
For a given facet shape, $L/\ell$ is the one parameter left. The number of layers per time is therefore $C(L/\ell)/\tau$.

**The limit exists if $C$ is bounded.** A larger facet of the same shape contains a copy of the smaller one. All chains in the copy are chains in the larger facet, so $C$ cannot decrease with $L/\ell$. A bounded increasing function has a limit. The limit does not depend on the shape, because a large convex facet that grows in proportion contains, and is contained in, ever larger squares.

**Upper bound.** Let $I_n(t)$ be the expected number of $n$-event chains below a point, on an unbounded surface flat at time zero. Choosing the latest event of the chain first gives
$$I_n(t)=\int_0^t\pi Ju^2(t-t')^2I_{n-1}(t')\,dt',\qquad I_0=1.$$
Since $\int_0^t(t-t')^2t'^m\,dt'=2\,m!\,t^{m+3}/(m+3)!$, induction yields
$$I_n(t)=\frac{(2\pi Ju^2t^3)^n}{(3n)!}.\tag{6}$$
For $n=2$, $J=u=1$, $t=2$ this equals 3.509; counting chains in random samples gave 3.520.

The probability of at least $n$ layers is at most $I_n$, and facet edges can but remove chains. With $(3n)!\ge(3n/e)^{3n}$,
$$I_n\le\left[\frac{e(2\pi)^{1/3}t}{3n\tau}\right]^{3n}.$$
If $n=ct/\tau$ with $c>e(2\pi)^{1/3}/3$, the bracket is below one and the bound vanishes as $t\to\infty$. Hence $C\le e(2\pi)^{1/3}/3$.

**Lower bound.** Use units $\ell=\tau=1$ and a square facet. Start at its centre at a late time, go back to the latest event in the backward cone, and repeat from that event. The cone of the new event lies inside the old cone and in the part not yet searched. Away from edges the time gaps are therefore independent, with the mean $m=\Gamma(4/3)(3/\pi)^{1/3}$ from (5). The sideways steps are independent, with zero mean and finite variance.

Continue for a time $L^{3/2}$. The typical sideways displacement is of order $L^{3/4}$. By Kolmogorov's inequality, the probability that it ever exceeds $L/4$ is at most of order $L^{3/2}/L^2$, which tends to zero. The chance of a gap longer than $L/4$ also vanishes, since long gaps have probability $e^{-\pi g^3/3}$ each. So the edges are not felt, with probability tending to one.

Then go back by a further time $D=\sqrt2L$, after which the centre lies in the cone of any point, and start again from there. Joining these runs gives a valid chain. The connecting time is a fraction of order $L^{-1/2}$ of the total, so the chain has $1/m$ events per unit time in the limit. The longest chain is at least as long, and $C_\infty\ge1/m$. $\square$

The lower bound corresponds to one layer per mean covering time (5). Growth can be faster because the longest chain need not step back to the latest event each time.

**The barrier.** Insert (3) and (4) in (1). With $s=d^2$ the spacing cancels:
$$Ju^2=\frac{\nu}{d^2}\sqrt y\,e^{-W^*/kT}\,d^2\nu^2(1-e^{-y})^2,$$
$$v=C_\infty h\nu\;y^{1/6}(1-e^{-y})^{2/3}\,e^{-W^*/3kT}.\tag{7}$$
At fixed $T$, $\Delta\mu$ and $\nu$, varying $\varepsilon$ changes the exponential alone, and
$$\frac{\partial\ln v}{\partial(-W^*/kT)}=\frac13.$$
The attachment frequency enters to the first power: one third comes from $J$ and two thirds from $u^2$. An activation barrier contained in $\nu$ therefore keeps its full weight. $\square$

The exponent has a geometrical origin. A new layer needs about one nucleus in an area $(ut)^2$ during a time $t$, so $Ju^2t^3\sim1$. If nucleation becomes rarer, each island has longer to spread and covers more ground, which makes up for part of the loss.

## The small facet

When $JAD/u\ll1$, an island normally covers the facet before the next one appears. Every layer needs at least one event, so $v/h\le JA$. Events preceded by an empty interval $D/u$ see all earlier events in their cones and form a chain. Their rate is $JAe^{-JAD/u}$. Thus
$$JA\,e^{-JAD/u}\le\frac vh\le JA.\tag{8}$$
The velocity is $hJA$ in this limit, and the whole of $W^*$ appears in its exponent. Between the two limits the weight of the barrier depends on $L/\ell$.

## A model film at 700 K

The melting point of 900 K and the heat of fusion $q=0.12$ eV per atom are rough values for a Ge–Sb–Te phase-change film. The other parameters are $d=h=0.30$ nm, $\varepsilon=0.28$ eV/nm and $\nu=10^{11}$ s$^{-1}$. The step energy is chosen to make growth faceted; it is not a measured property of this material. The entropy of fusion, $q/T_m=1.55\,k$ per atom, is below the value of about $2k$ under which Jackson's rule predicts a rough interface, so the example illustrates the theorem and does not establish how such a film grows. With $\Delta\mu=q(1-T/T_m)$,
$$\Delta\mu=0.12\times\tfrac29=0.0267\text{ eV},\qquad y=\frac{0.02667}{0.06032}=0.442.$$
Equation (2) gives $r^*=0.28\times0.09/0.02667=0.945$ nm, or 31 atoms, and $W^*=\pi(0.28)^2(0.09)/0.02667=0.831$ eV $=13.8\,kT$. From (3) and (4),
$$J=\frac{10^{11}}{0.09}\sqrt{0.442}\times1.036\times10^{-6}=7.65\times10^5\text{ nm}^{-2}\text{s}^{-1},$$
$$u=0.30\times10^{11}\,(1-e^{-0.442})\text{ nm/s}=10.7\text{ m/s}.$$
Solving the attachment–detachment chain numerically reproduces this $J$ to the digits shown. At $r=7.57$ nm the chain gives an edge speed of 9.630 m/s and (4) gives 9.625 m/s.

The scales are $\ell=24$ nm and $\tau=2.25$ ns. Simulated growth on a 500 nm surface with periodic edges gave $C=1.42$, between the bounds; this value moves by about $\pm0.02$ between random seeds. Hence
$$v=1.42\times\frac{0.30\text{ nm}}{2.25\text{ ns}}=0.19\text{ m/s}.$$
A 300 nm square facet with real edges, $12\,\ell$ wide, has nearly the same $C$, about 1.4. At 100 nm it is 1.31.

Raising $\varepsilon$ to 0.30 eV/nm on the 500 nm surface gave a barrier weight of 0.344, and quadrupling $u$ at fixed $J$ gave the power 0.672. The small departures from $1/3$ and $2/3$ reflect the simulated $C$, which was 1.42, 1.39 and 1.43 in the three runs. Other seeds give $C$ between 1.40 and 1.45 for periodic widths of 10 to $28\,\ell$, with no visible trend in size, and a weight as low as 0.32. Sampling noise alone can therefore account for these departures.

On the 7 nm facet, $JAD/u=0.035$, so (8) requires $v/(hJA)$ to lie between 0.966 and 1. The simulation gave 0.990 and a barrier weight of 0.993. This case tests the counting of events; a facet seven critical radii wide is too small for a realistic continuum description.

## What an Arrhenius plot shows

Let $\beta=1/kT$, and let $E_a=-d\ln\nu/d\beta$ be the local attachment barrier. Keep $\varepsilon$, $q$ and $C_\infty$ constant. Then $y=q(\beta-\beta_m)$, with $\beta_m=1/kT_m$, so $dy/d\beta=q$, and $W^*/kT=\pi\varepsilon^2s\beta^2/y$. Differentiating (7),
$$-\frac{d\ln v}{d\beta}=E_a-\frac{q}{6y}-\frac{2q}{3(e^y-1)}+\frac{W^*}{3}\left(2-\frac{q}{\Delta\mu}\right).\tag{9}$$
The last term uses $\pi\varepsilon^2s\beta/y=W^*$ and $q\beta/y=q/\Delta\mu$. Because $q/\Delta\mu=T_m/(T_m-T)$, it is negative for $T>T_m/2$, where heating raises $W^*$ by a larger factor than $kT$.

For $E_a=1.0$ eV, a rough local value for the undercooled liquid, the terms in eV are $1.0-0.045-0.144-0.693=0.118$. A numerical derivative using the cluster chain gives 0.118 eV too. One third of the island work is 0.277 eV, and this plot would not reveal it. To measure the weight one must vary $W^*$ at fixed temperature and driving force, or know how both change.

## Limits of the estimate

**Young islands.** A fresh terrace needs time to build up its population of small clusters, and (4) makes young islands slow. Together these act roughly as a delay of 0.33 ns per island, against 1.59 ns per layer. This delay is evaluated at the radius $\ell$; at 6 nm it is 0.22 ns. Using the fixed value 0.33 ns in the simulation lowers the 300 nm facet's velocity from 0.189 to 0.153 m/s, or by 19% in this run; other seeds give about 17%. If the delay instead grows with the island's radius, as it does in the model, the drop is about 14%. A fixed delay $\delta$ changes the law to $v=hF(\delta/\tau)/\tau$ with $F$ decreasing. Then $v$ falls less than in proportion to $1/\tau$ as $\tau$ grows, and the apparent weight of $W^*$ lies below one third. On the 500 nm surface the same fixed delay at both step energies lowers the simulated weight by roughly 0.045. In the model the delay also lengthens with $\varepsilon$, to 0.41 ns at 0.30 eV/nm, and with a radius-dependent delay the weight falls by only about 0.02. The theorem describes $\delta\ll\tau$.

**Step energy and heating.** A 10% larger $\varepsilon$ raises $W^*$ by 21% and multiplies the velocity by 0.38, so the absolute speed is much less certain than the exponent. Latent heat conducted steadily through 50 nm of material with conductivity 0.5 W/(m K) warms the interface by 13 K. By (7) with $E_a=1.0$ eV this changes the speed by about 1%. The change is so small because the slope (9) passes through zero on the way, from 0.118 eV at 700 K to about $-0.05$ eV after the warming. This near-cancellation depends on the assumed $E_a$.

**Dislocations.** A screw dislocation supplies a step without nucleation. Approximate its spiral by $r=a\theta$, whose central curvature is $2/a$. The step is at rest at the centre if this equals $1/r^*$, so $a=2r^*$ and the step spacing is $2\pi a=4\pi r^*=11.9$ nm. This gives a velocity $hu/(4\pi r^*)=0.27$ m/s, which is too high, because the assumed shape meets the curvature condition only at the centre. Applying the speed law (4) along the whole step, with $1/r$ replaced by the local curvature, widens the spacing to about 16 nm and lowers the velocity to about 0.20 m/s, close to the island result. One dislocation per 300 nm facet, or $1.1\times10^9$ cm$^{-2}$, is enough to invalidate assumption 3.

**Real films.** At 0.19 m/s a front crosses 50 nm in about 0.26 µs, a plausible scale for a memory cell. The perfect 300 nm facet is a strong assumption: in a polycrystalline film the grains, and with them the facets, may be much smaller. For a facet 10 nm wide, (8) limits the speed to $hJA=0.023$ m/s, eight times less. If instead the interface is rough, as the low entropy of fusion suggests, atoms attach everywhere without islands; the same $\nu$ would then allow up to $h\nu(1-e^{-y})=10.7$ m/s, 56 times more. Nucleation in the liquid ahead of the front, composition changes and the temperature dependence of $\varepsilon$ are left out. The one-third law applies to a real film if its growth is faceted and free of dislocations, with $r^*\ll\ell\ll L$ and a short island delay. The numerical output below lists the parameters of the example and its main results.

## Computed results

```
temperature, melting point: 700, 900 K
heat of fusion per atom: 0.12 eV
atom spacing, layer height: 0.30, 0.30 nm
step free energies: 0.28, 0.30 eV/nm
attachment frequency: 1.0e+11 1/s; local barrier 1.0 eV
kT: 0.06032 eV; driving force: 0.02667 eV
critical radius: 0.945 nm; atoms: 31.2
island work: 0.8313 eV = 13.78 kT
island work, higher step energy: 0.9543 eV
J from chain: 7.6500e+05 1/(nm^2 s)
J from formula: 7.6500e+05 1/(nm^2 s)
J from chain, higher step energy: 9.9574e+04 1/(nm^2 s)
edge speed u: 10.719 m/s
edge speed at r=7.57 nm, chain: 9.630 m/s
edge speed there, formula: 9.625 m/s
length ell: 24.11 nm; time unit: 2.249 ns
uncovered fraction, disks and law: 0.4657, 0.4673
two-event chains, count and law: 3.520, 3.509
bounds on C: 1.1372, 1.6720
periodic surface width: 500 nm = 20.7 ell
C simulated: 1.423
C, higher step energy: 1.392; C, 4u: 1.433
power of J: 0.344; power of u: 0.672
weight of island work, large surface: 0.344
small facet 7 nm: rate/(J A) = 0.990
weight of island work, small facet: 0.993
C on 100 nm facet: 1.311
C on 300 nm facet: 1.416
facet width / ell: 12.4
exp(-W/3kT): 1.0117e-02; exp(-W/kT): 1.0355e-06
velocity, large surface: 0.190 m/s
velocity, 300 nm facet: 0.189 m/s
time per layer on facet: 1.589 ns
one third of island work: 0.2771 eV
island term in Arrhenius slope: -0.6927 eV
Arrhenius slope, formula: 0.1181 eV
Arrhenius slope, chain: 0.1181 eV
effective island delay: 0.327 ns
facet velocity with delay: 0.153 m/s
film: 0.5 W/(m K), 50 nm
latent warming: 13.4 K; speed factor 1.012
speed factor, step energy +10%: 0.381
spiral step spacing: 11.88 nm
spiral velocity estimate: 0.271 m/s
one dislocation per facet: 1.11e+09 1/cm^2
```
